# Why photothermal deflection can report more subgap absorption than constant photocurrent

## Two photons for one pair

Take a semiconductor film with deep defects in its gap and perfect surfaces. A subgap photon can do one of two things. It can lift an electron from an occupied defect into the conduction band, leaving an immobile hole, or lift an electron from the valence band into an empty defect, leaving a mobile hole and an immobile electron. Let each process have absorption coefficient $a$.

Photothermal deflection spectroscopy (PDS) measures the heat released in the film. Both processes end as heat, so it reports $2a$.

The constant-photocurrent method (CPM) measures conductivity. Count a mobile electron as 1 and a mobile hole as $\rho=\mu_p\tau_p/(\mu_n\tau_n)$, the ratio of the mobility–lifetime products. The subgap light then gives a response $a\cdot 1+a\cdot\rho=a(1+\rho)$. CPM has no absolute scale of its own; it is matched to a known absorption at a higher photon energy, where each photon makes a mobile electron and a mobile hole, with response $1+\rho$ per photon. The scaled result is

$$\alpha_{\rm CPM}=\frac{a(1+\rho)}{1+\rho}=a=\tfrac12\,\alpha_{\rm PDS}.$$

The factor of two does not depend on $\rho$: a reference photon supplies a pair, a defect photon supplies one partner. If there is also an absorption $b$ between localized states whose carriers never become mobile, PDS reports $2a+b$ and CPM still reports $a$.

So heat does record transitions that conductivity misses, but silent localized-to-localized transitions are one cause among several. The full model must say which localized states are silent, and what a surface does to carriers created beside it.

## What the heat signal weighs

Modulate the light at angular frequency $\omega$ and write all temperatures as amplitudes of $e^{i\omega t}$. Let $x$ be depth below the surface that faces the fluid carrying the probe beam, with the film at $0<x<d$ and a thick substrate below. A unit heat source at depth $z$ produces $T(x)$, where

$$(kT')'-i\omega c\,T=-\delta(x-z),$$

with conductivity $k$ and heat capacity per volume $c$. In the fluid $T$ decays from its surface value $T(0)$ at a rate fixed by $\omega$ and the fluid. The gradient that bends the beam is therefore proportional to $T(0)$.

To find $T(0)$, let $\varphi(x)$ be the temperature for a unit source at $x=0$. Multiply the equation for $T$ by $\varphi$, that for $\varphi$ by $T$, subtract and integrate over all $x$. The terms in $i\omega c$ cancel, and the derivative terms combine into $[k(\varphi T'-T\varphi')]$, which vanishes far away. What remains is $0=-\varphi(z)+T(0)$, so $T(0)=\varphi(z)$.

In the film $\varphi$ obeys $\varphi''=q^2\varphi$ with $q=\sqrt{i\omega c_f/k_f}$; in the substrate it decays as $e^{-q_s(x-d)}$ with $q_s=\sqrt{i\omega c_s/k_s}$. Continuity of heat flow at $x=d$ requires $-k_f\varphi'(d)=k_sq_s\varphi(d)$. This gives

$$\frac{\varphi(z)}{\varphi(0)}=\frac{\cosh q(d-z)+\beta\sinh q(d-z)}{\cosh qd+\beta\sinh qd},\qquad \beta=\frac{k_sq_s}{k_fq}.$$

For $z=d$ and $|qd|\ll1$ the ratio is $1-\beta qd=1-k_sq_sd/k_f$ to first order. If $|\beta qd|$ is small as well, the film reports heat from its front, middle and back with nearly equal weight. PDS, divided by incident power, then measures total absorption if αd is small and the energy becomes heat in a time much shorter than a modulation period.

The same argument counts heat from the substrate. Uniform substrate heating contributes $\int_d^\infty\varphi\,dx=\varphi(d)/q_s$, as if a layer of thickness about $1/|q_s|$ were added to the film.

## Which transitions exist

Measure energies from the valence mobility edge, and let $E_g$ be the conduction mobility edge. By the golden rule the absorbed power is the photon energy $E$ times a transition rate proportional to $A^2|p|^2$, with $A$ the vector-potential amplitude and $p$ the momentum matrix element. The light intensity is proportional to $E^2A^2$. Their ratio leaves one factor $1/E$. Taking the mean $|p|^2$ and the refractive index independent of energy,

$$\alpha(E)=\frac{C}{E}\int N_{\rm occ}(\varepsilon)\,N_{\rm emp}(\varepsilon+E)\,d\varepsilon .$$

The constant matrix element is an assumption of this model. The two mobility edges divide the integral into four classes, according to whether the initial and final states are extended or localized.

## When a localized carrier counts

An electron in a localized state at depth $\Delta$ below the mobility edge escapes at rate $e=\nu_0e^{-\Delta/kT}$ (here $k$ is Boltzmann's constant) or recombines from the trap at rate $r$. Its chance of escape is

$$p=\frac{e}{e+r}=\frac{1}{1+(r/\nu_0)\,e^{\Delta/kT}} .$$

It remains to show that CPM measures this probability. Let light create free electrons at rate $g_b$ and trapped ones at rate $g_t$. Free electrons, density $n$, are lost by recombination at any rate $R(n)$ and captured at rate $c_tn$. In steady state

$$g_t+c_tn-(e+r)n_t=0,\qquad g_b-R(n)-c_tn+e\,n_t=0 .$$

The first equation gives $e\,n_t=p\,(g_t+c_tn)$. Inserted in the second,

$$g_b+p\,g_t=R(n)+(1-p)\,c_tn .$$

The right side depends on $n$ alone. CPM adjusts the photon flux $F$ until the photocurrent, hence $n$, has a set value. Both generation rates are proportional to $F$, so $1/F$ is proportional to the absorption weighted by 1 for free and $p$ for trapped electrons, however nonlinear $R$ is.

A numerical test took $\Delta=0.40$ eV at 300 K, $\nu_0=10^{12}$ and $r=10^5$ s⁻¹, with $R=n+2n^2$ and $c_t=5$ in units of $r$. The flux adjustment gave a weight 0.656, equal to $p$. At fixed flux, the photocurrent ratio was 0.738: recombination grows faster than $n$, so the photocurrent grows more slowly than generation and understates the difference.

Holes are treated likewise, with depth measured from the valence edge. A transition then has yield

$$y=p_e+\rho\,p_h,$$

where $p=1$ for extended states, to an accuracy $r/\nu_0$. Adding the two carriers this way assumes that their lifetimes stay fixed as the photon energy changes; a constant total current secures this only approximately when the mix of electrons and holes changes.

A localized-to-localized transition is therefore silent only if both partners are too deep to escape. The depth for even odds is $kT\ln(\nu_0/r)$. It grows with temperature if $\nu_0$ and $r$ do not change.

## What a surface does

Surface defects also emit electrons into the conduction band. Those electrons are mobile, but they start next to a place where they can be lost. Describe them by linear diffusion with generation $g(z)$, lifetime $\tau$, diffusion length $L=\sqrt{D\tau}$ and surface recombination velocity $S$:

$$L^2n''-n+\tau g=0,\qquad Dn'(0)=Sn(0),\quad -Dn'(d)=Sn(d).$$

The in-plane photocurrent is proportional to $\int n\,dz$. Define $W$ by $L^2W''-W+1=0$ with the same boundary conditions. Multiply the first equation by $W$, the second by $n$, subtract and integrate. The boundary terms $L^2[Wn'-nW']$ cancel because $n'/n=W'/W$ at each surface. The result is

$$\int_0^d n\,dz=\tau\int_0^d g(z)\,W(z)\,dz ,$$

so $W(z)$ is the survival weight of a carrier born at depth $z$. By symmetry $W=1-B\cosh[(z-d/2)/L]$. With $h=d/2L$ and $s=SL/D$, the condition at $z=0$ reads $B\sinh h=s(1-B\cosh h)$, hence

$$W(z)=1-\frac{s\cosh[(z-d/2)/L]}{s\cosh h+\sinh h},\qquad
\overline W=1-\frac{s\sinh h}{h\,(s\cosh h+\sinh h)},$$

where the mean uses $\frac1d\int\cosh[(z-d/2)/L]\,dz=\sinh h/h$. For a surface layer of small thickness $\delta$, the survival factor relative to uniform generation is $\kappa=W(\delta/2)/\overline W$. It is at most 1, since $W$ is smallest at the surfaces.

Three limits show what the undercount needs.

- Without surface recombination, $s=0$ and $\kappa=1$: surface absorption then counts as fully as bulk absorption of the same yield.
- In a thick film, $h\gg1$, $W(0)\to1/(1+s)$ and $\overline W\to1$, so $\kappa\to1/(1+s)$.
- In a very thin film at fixed $s$, $W(0)\approx h/(s+h)$, while $W$ rises towards the middle by about $sh^2/[2(s+h)]$. The relative rise is $sh/2$, which vanishes with $h$. Every carrier then reaches the surfaces equally easily, and $\kappa\to1$ although most are lost.

## The ratio of the two spectra

Let $\alpha_b$ be the bulk absorption and $\alpha_s$ that of the two surface layers. PDS reports

$$\alpha_{\rm PDS}=\alpha_b+\frac{2\delta}{d}(\alpha_s-\alpha_b).$$

Let $M_b$ and $M_s$ be the same absorptions with each transition multiplied by its yield $y$, and $M_x=(2\delta/d)(M_s-M_b)$ the surface excess. The model uses the same survival factor $\kappa$ for electrons and holes. This is an approximation: carriers with different mobility–lifetime products generally have different diffusion lengths. The conductive response per incident photon is then proportional to

$$Q=M_b+\kappa M_x .$$

Write $Y=Q/\alpha_{\rm PDS}$ for the mean yield per absorbed photon. Scaling CPM to the true absorption at a reference energy $E_r$ gives

$$\alpha_{\rm CPM}(E)=\alpha_{\rm PDS}(E_r)\frac{Q(E)}{Q(E_r)}
\quad\Longrightarrow\quad
\frac{\alpha_{\rm CPM}(E)}{\alpha_{\rm PDS}(E)}=\frac{Y(E)}{Y(E_r)} .$$

PDS reports more when photons at $E$ are poorer in surviving mobile carriers than photons at $E_r$. This order is not guaranteed: a reference energy with a low yield reverses it.

The missing absorption can be itemized. The last equation means $\alpha_{\rm CPM}=Q/Y_r$, with $Y_r=Y(E_r)$. Let $A_k$ be the film's absorption in class $k$ and $M_k$ its yield-weighted value before surface loss. Since $\sum_kM_k=M_b+M_x$, we have $Q=\sum_kM_k-(1-\kappa)M_x$, and

$$\alpha_{\rm PDS}-\alpha_{\rm CPM}=\sum_k\left(A_k-\frac{M_k}{Y_r}\right)+\frac{(1-\kappa)M_x}{Y_r}.$$

## A 500 nm film

The parameters are rough values in the regime of hydrogenated amorphous silicon at 300 K. The mobility gap is 1.75 eV, with exponential tails of 50 meV (valence) and 25 meV (conduction). At a distance $u$ inside a band, the density of states is its edge value times $\sqrt{1+2u/w}$, with $w$ the tail energy of that band. Occupied defects lie at 0.70 eV and empty ones at 1.00 eV, each with a Gaussian width of 0.10 eV. The bulk has $10^{16}$ cm⁻³ of each; each surface adds $5\times10^{11}$ cm⁻² of each within 2 nm. Averaged over the film, the surfaces add

$$\frac{2\times5\times10^{11}}{5\times10^{-5}}=2\times10^{16}\ {\rm cm^{-3}},$$

twice the bulk density. I take $\rho=0.05$, $L=150$ nm, $s=5$, and the values of $\nu_0$ and $r$ above. The constant $C$ is set by a bulk absorption of 800 cm⁻¹ at $E_r=1.70$ eV.

Even odds of escape fall at $0.02585\ln10^7=0.417$ eV. An electron 0.10 eV deep in the tail is almost sure to escape; one in an empty defect, 0.75 eV deep, escapes with probability $2.5\times10^{-6}$.

For the surface, $h=500/300=1.67$, so $W(\delta/2)=0.162$ and $\overline W=0.529$. Thus $\kappa=0.162/0.529=0.31$.

| $E$ (eV) | PDS (cm⁻¹) | CPM (cm⁻¹) | CPM/PDS |
|---|---|---|---|
| 0.8 | 0.057 | 0.0061 | 0.11 |
| 0.9 | 0.25 | 0.043 | 0.17 |
| 1.2 | 2.01 | 0.62 | 0.31 |
| 1.4 | 5.0 | 3.2 | 0.64 |

At 1.2 eV the mean yield is 0.321, against 1.047 at the reference, and $0.321/1.047=0.31$. Had CPM been scaled at 1.2 eV instead, it would exceed PDS at 1.7 eV by the factor $1.047/0.321=3.3$.

These ratios were tested by solving the diffusion equation on 500 cells and adjusting the flux to constant photocurrent. At five energies from 0.8 to 1.4 eV the resulting CPM absorption agreed with the formula within 0.3%.

The budget of missing absorption, in cm⁻¹, is:

| Cause | 0.9 eV | 1.2 eV |
|---|---|---|
| valence band to localized | 0.106 | 0.856 |
| localized to localized | 0.063 | 0.005 |
| localized to conduction band | 0.003 | 0.049 |
| surface recombination | 0.037 | 0.486 |
| total | 0.209 | 1.395 |

Localized-to-localized transitions supply 30% of the difference at 0.9 eV but only 0.3% at 1.2 eV. The reason is energetic. To reach the centre of the empty defect band at 1.00 eV with 0.9 eV, an electron would start at 0.10 eV, in the localized valence tail. Because the defect band is broad and the tail falls steeply, the actual starting energies cluster around the mobility edge: 37% of these transitions start in the tail and the rest in the band. With 1.2 eV the electron almost always starts near −0.20 eV, in the band, and leaves a mobile hole. This changes the class rather than the signal: a hole 0.10 eV deep in the tail also escapes almost surely, so either transition contributes about $\rho$. The localized-to-localized absorption that remains at 1.2 eV, 0.028 cm⁻¹, is mostly visible to CPM because most of its electrons escape.

The largest item at both energies is the transition from the valence band into a localized state. Its size as a separate item depends on $\rho$, but the opening example shows that faster holes would not cure the discrepancy: they would raise the response to reference photons too. With surface recombination switched off and all else fixed, CPM/PDS at 1.2 eV rises from 0.31 to 0.55, close to that example's one half because the parameters chosen here make the two kinds of defect transition absorb nearly equally (0.90 and 1.08 cm⁻¹). Removing the extra surface defects instead gives 0.57. Surfaces thus explain much of the difference in this film, but not all of it.

Thickness separates surface from bulk. At 1.2 eV the PDS value consists of 0.706 cm⁻¹ from the bulk and 1.305 cm⁻¹ from the surfaces. In a 2000 nm film with the same bulk and surfaces the second part falls fourfold:

$$0.706+\frac{1.305}{4}=1.03\ {\rm cm^{-1}}.$$

CPM falls less, from 0.62 to 0.44 cm⁻¹. A plot of PDS absorption against $1/d$ has the bulk value as its intercept, provided the films differ in thickness alone and optical interference is corrected for. The slope is not surface absorption alone: heat from an absorbing substrate also scales as $1/d$ and must be subtracted first, with its phase taken into account.

## What the model leaves out

The film is a partial mirror cavity, so light is not uniform in depth. With refractive indices 1.4, 3.5 and 1.5 for fluid, film and glass, the intensity at 1.2 eV relative to the film mean is 0.49 at the front surface and 1.65 at the back. At this energy the two nearly compensate: with the film mean corrected for, PDS would read 2.10 instead of 2.01 cm⁻¹. The film mean itself changes with photon energy, here by tens of per cent between 1.2 eV and the reference. That factor multiplies both signals alike if the film has the same optical surroundings in both measurements, so it cancels in CPM/PDS, but it must be removed before either spectrum is read as absorption. The depth profile of the light does not cancel. At 1.4 eV both surfaces receive about 1.7 times the film mean, which raises PDS from 5.0 to about 6.1 cm⁻¹ and lowers CPM/PDS from 0.64 to about 0.55. The table above therefore holds for uniform light; a real film of this thickness needs the profile at each photon energy.

Substrate heat matters more at low energy. At 10 Hz, with thermal constants typical of glass, the effective substrate length is 116 µm, or 231 film thicknesses. If light heated glass and film equally per unit absorption coefficient, glass absorbing $10^{-4}$ cm⁻¹ would imitate a film absorption of 0.023 cm⁻¹ in amplitude. With the refractive indices above, the glass is heated only about 0.7 times as much, which leaves 0.016 cm⁻¹. That is about 1% of the PDS value at 1.2 eV but 28% of it at 0.8 eV. Because the glass signal lags the film signal by 45°, it raises the total amplitude at 0.8 eV by less, about 21%. Such a background has nothing to do with silent transitions in the film.

The remaining effects estimated here are each about 3% or less. Heat from the back of the film is weakened by 0.4% relative to the front. In a single pass, the absorbed fraction at the reference is 0.0393 instead of $\alpha d=0.0401$, a 2% change; reflections within this film raise the change to 2.6%. A recombination rate growing as $n^{1.25}$, which makes the lifetime depend on position, moves CPM at 1.2 eV from 0.616 to 0.624 cm⁻¹. Recombination at $10^5$ s⁻¹ is fast compared with the modulation, with $\omega/r=6\times10^{-4}$, and a luminescence yield of $10^{-3}$ would remove less than 0.1% of the heat.

Set beside real amorphous silicon films, the gap, tails and bulk defect density are ordinary rough values. The surface density, $L$, $s$ and $\rho$ vary with preparation and are the least certain inputs. The value of $L$ used here is typical of electrons and holes diffusing together; electrons alone can diffuse farther, and at $\rho=0.05$ they carry most of the photocurrent. With $L=470$ nm, $\kappa$ rises from 0.31 to 0.54 at fixed $s$, or to 0.79 at fixed $S$ and $\tau$, and CPM/PDS at 1.2 eV rises from 0.31 to 0.39 or 0.47. Real surfaces also carry charge, whose field separates electrons from holes and changes defect occupations; the model assumes neither happens. The case $s=0$ gives a scale for one side of this uncertainty: if a field kept carriers away from recombination at the surface without changing occupations, the ratio at 1.2 eV could move from 0.31 towards 0.55. A field that drew them to both surfaces would lower the ratio instead. In amorphous oxide semiconductors photocurrents can persist long after illumination, so the steady state assumed for CPM must be checked before the ratio is applied. The numerical output below gives the remaining values.

## Table of computed values

```
Temperature 300 K; kT 0.02585 eV
Mobility gap 1.75 eV; tails V 50, C 25 meV
Edge density of states 2.0e+21 cm^-3 eV^-1
Defect levels 0.70, 1.00 eV; sigma 0.10 eV
Bulk defects 1.0e+16 cm^-3
Extra defects per surface 5.0e+11 cm^-2
Film 500 nm; each surface layer 2 nm
Film-averaged defects 3.00e+16 cm^-3
Diffusion length 150 nm; reduced surface velocity 5.0
Hole/electron mu-tau ratio 0.050
Escape attempts 1.0e+12 s^-1; recombination 1.0e+05 s^-1
Depth for 50% release 0.417 eV
Release probability at 0.10 eV 0.999995
Release probability at 0.75 eV 2.52e-06
Kinetics test, depth 0.40 eV: formula 0.6560
  constant-current yield 0.6560; fixed-flux 0.7379
Surface survival factor kappa 0.3066
Reference 1.70 eV; bulk alpha 800 cm^-1
Mean yield at reference 1.0474
E (eV): PDS (cm^-1), CPM (cm^-1), CPM/PDS, mean yield
  0.8: 0.057102, 0.0060823, 0.1065, 0.1116
  0.9: 0.25157, 0.042986, 0.1709, 0.1790
  1.0: 0.73303, 0.16798, 0.2292, 0.2400
  1.2: 2.0114, 0.61618, 0.3063, 0.3209
  1.4: 5.0015, 3.2213, 0.6441, 0.6746
  1.7: 801.84, 801.84, 1.0000, 1.0474
Budget at 0.9 eV: PDS part, part missing in CPM (cm^-1)
  extended->extended: 0.00000, 0.00000
  extended->localized: 0.11124, 0.10593
  localized->extended: 0.05570, 0.00252
  localized->localized: 0.08462, 0.06333
  surface recombination: missing 0.03681
  total missing 0.20858
Budget at 1.2 eV: PDS part, part missing in CPM (cm^-1)
  extended->extended: 0.00000, 0.00000
  extended->localized: 0.89857, 0.85561
  localized->extended: 1.08451, 0.04906
  localized->localized: 0.02831, 0.00470
  surface recombination: missing 0.48583
  total missing 1.39520
CPM/PDS 0.9 eV: no surf. recomb. 0.3169; no surf. defects 0.3175
CPM/PDS 1.2 eV: no surf. recomb. 0.5474; no surf. defects 0.5674
PDS at 1.2 eV: bulk 0.7060, surface 1.3053 cm^-1
2000 nm film, 1.2 eV: PDS 1.0324, CPM 0.4352 cm^-1
Indices fluid 1.4, film 3.5, glass 1.5
Surface/mean light at 1.2 eV: front 0.485, back 1.654
  PDS with these factors 2.1025 cm^-1
CPM 1.2 eV, loss rate as n^1.25: 0.6243 cm^-1
Optical depth at reference 0.0401; absorbed 0.0393
Thermal k film 1.0, glass 1.4 W/(m K); 10 Hz
Heat capacity film 1.70, glass 1.65 MJ/(m^3 K)
Back/front heat signal deficit 0.425 %
Substrate heat length 115.7 um; alpha 1.0e-04 cm^-1
  apparent film alpha from glass 0.0231 cm^-1
Heat delay omega/r 6.28e-04; luminescence loss below 0.1 %
```
